# Symmetry and counting of Coulomb and Gaunt integrals over Kramers pairs, part 3

We study two-electron integrals over $n$ Kramers pairs of spinors $\psi=(\psi_L,\psi_S)$ (large and small components), in Hartree atomic units with $c$ the speed of light. The Coulomb operator $1/r_{12}$ has $O=1$, $t=+1$; the Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ has $O=\boldsymbol\alpha$, $t=-1$. Time reversal $K$ gives $\bar p=Kp$, $K\bar p=-p$. Capitals denote any of the $2n$ spinors.

$$\Omega_{PQ}(\mathbf r)=P^\dagger(\mathbf r)\,O\,Q(\mathbf r),\qquad (PQ|RS)=t\iint\frac{\Omega_{PQ}(1)\cdot\Omega_{RS}(2)}{r_{12}}\,d^3r_1\,d^3r_2 .\tag{3}$$

$$\Omega_{PQ}^*=(P^\dagger OQ)^*=Q^\dagger OP=\Omega_{QP}.\tag{4}$$

$$\Omega_{\bar p\bar q}=t\,\Omega_{qp},\qquad \Omega_{\bar pq}=-t\,\Omega_{\bar qp},\qquad \Omega_{p\bar q}=-t\,\Omega_{q\bar p}.\tag{6}$$

Put $f_{pq}=\Omega_{\bar pq}$. The symmetry group is generated by exchange $\mathcal P$: $(PQ|RS)=(RS|PQ)$, conjugation $\mathcal H$: $(PQ|RS)=(QP|SR)^*$, and $\mathcal T_1,\mathcal T_2$, which apply (6) to one electron; $\Theta=\mathcal T_1\mathcal T_2\mathcal H$. The classes are A $(pq|rs)$, B $(\bar pq|rs)$, C $(\bar pq|\bar rs)$, D $(\bar pq|r\bar s)$. With $k=n(n-t)/2$ the counts are

| class | unique | real among them | real parameters |
|---|---|---|---|
| A | $(n^4+3n^2)/4$ | $n^2$ | $n^2(n^2+1)/2$ |
| B | $kn^2$ | 0 | $2kn^2$ |
| C | $k(k+1)/2$ | 0 | $k(k+1)$ |
| D | $k(k+1)/2$ | $k$ | $k^2$ |

The total is $m(m+1)/2$, $m=n(2n-t)$, against $32n^4$ unreduced. The supermatrix (rows $PQ$, columns $RS$) has rank at most $m$.

For one pair and Gaunt, $\Omega_{pp}=\mathbf j^z$, $\Omega_{\bar pp}=\mathbf j^x+i\,\mathbf j^y$ with real currents, $W_{kl}=\iint\mathbf j^k(1)\cdot\mathbf j^l(2)/r_{12}$, $A=(pp|pp)=-W_{zz}$, $D=(\bar pp|p\bar p)=-(W_{xx}+W_{yy})$, $B=(\bar pp|pp)$, $C=(\bar pp|\bar pp)$. The pair energy is $-A-D$.

For a closed shell, $E_2=\tfrac12\sum_{IJ}[(II|JJ)-(IJ|JI)]$ becomes

$$E_2=\sum_{ij}\left[\tfrac12(1+t)^2(ii|jj)-(ij|ji)-(\bar ij|j\bar i)\right].\tag{9}$$

In a linear molecule whose unbarred spinors all have axial quantum number $\omega=+\tfrac12$, B and C vanish and $W$ is diagonal with $W_{xx}=W_{yy}$. Rotating a pair, $p'=\gamma p+\eta\bar p$, $\bar p'=\gamma\bar p-\eta p$, $\gamma=\cos\frac\theta2$, $\eta=\sin\frac\theta2$, then gives

$$\begin{aligned}A'&=-(\sin^2\theta\,W_{xx}+\cos^2\theta\,W_{zz}),\\ B'&=-\sin\theta\cos\theta\,(W_{xx}-W_{zz}),\\ C'&=-(\cos^2\theta\,W_{xx}+\sin^2\theta\,W_{zz}-W_{xx})=-\sin^2\theta\,(W_{zz}-W_{xx}),\\ D'&=-\left[(1+\cos^2\theta)\,W_{xx}+\sin^2\theta\,W_{zz}\right].\end{aligned}\tag{10}$$

## The size of the Gaunt pair energy

With the energy $\varepsilon$ measured from the rest energy, the lower half of the Dirac equation is $(\varepsilon+2c^2-V)\psi_S=c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L$. Dropping $\varepsilon-V$ against $2c^2$ gives $\psi_S=\boldsymbol\sigma\cdot\mathbf p\,\psi_L/2c$. The relative error is of order $(Z/c)^2$, since $|V|\sim Z^2$ at a distance $1/Z$ from a nucleus of charge $Z$. Take $\psi_L=\phi\chi$ with a real normalized orbital $\phi$, $\rho=\phi^2$, and a constant two-spinor $\chi$, so that $\psi_S=-(i/2c)\,\partial_m\phi\,\sigma_m\chi$ (repeated indices summed). Between two such spinors with the same $\phi$,

$$\psi'^\dagger\alpha_l\psi=\psi_L'^\dagger\sigma_l\psi_S+\psi_S'^\dagger\sigma_l\psi_L=-\frac{i}{2c}\,\phi\,\partial_m\phi\;\chi'^\dagger[\sigma_l,\sigma_m]\chi .$$

With $[\sigma_l,\sigma_m]=2i\epsilon_{lmn}\sigma_n$ and $\phi\,\partial_m\phi=\tfrac12\partial_m\rho$ this is

$$\psi'^\dagger\boldsymbol\alpha\psi=\frac1{2c}\nabla\rho\times(\chi'^\dagger\boldsymbol\sigma\chi).$$

For $p$ with $\chi_\uparrow$ the partner has $\chi_\downarrow$, and its small component has the same form because $\boldsymbol\sigma\cdot\mathbf p$ commutes with time reversal. From $\chi_\uparrow^\dagger\boldsymbol\sigma\chi_\uparrow=\mathbf e_z$ and $\chi_\downarrow^\dagger\boldsymbol\sigma\chi_\uparrow=\mathbf e_x+i\mathbf e_y$ one reads off $\mathbf j^k=\nabla\rho\times\mathbf e_k/2c$, the magnetization current of a spin along $k$. In Fourier space $\nabla\to i\boldsymbol\kappa$ and $1/r_{12}\to4\pi/\kappa^2$, and $(\boldsymbol\kappa\times\mathbf e_k)\cdot(\boldsymbol\kappa\times\mathbf e_l)=\kappa^2\delta_{kl}-\kappa_k\kappa_l$, so

$$W_{kl}=\frac{\pi}{c^2}\int\frac{d^3\kappa}{(2\pi)^3}\left(\delta_{kl}-\frac{\kappa_k\kappa_l}{\kappa^2}\right)|\tilde\rho(\boldsymbol\kappa)|^2 .\tag{11}$$

The trace of the bracket is $3-1=2$, and Parseval's theorem turns the integral of $|\tilde\rho|^2$ into $\int\rho^2$:

$$E_{\text{pair}}=-A-D=\frac{2\pi}{c^2}\int\rho^2\,d^3r .\tag{12}$$

This holds for a real orbital of any shape. For a spherical density each diagonal $W_{kk}$ is a third of it. If a spherical density is stretched uniformly along $z$, $\tilde\rho$ is compressed along $\kappa_z$, the subtracted term is smaller for $k=l=z$, and $W_{zz}>W_{xx}$. The inequality $\langle z^2\rangle>\langle x^2\rangle$ alone does not fix this order. For $\phi\propto z\,e^{-ar^2}$ one has $\langle z^2\rangle=3\langle x^2\rangle$, but $\tilde\rho\propto(1-\kappa_z^2/4a)\,e^{-\kappa^2/8a}$, and (11) gives $W_{zz}/W_{xx}=101/107<1$.

## Worked example: LiH

The bond length is chosen as $R=1.5950$ Å $=3.01411$ bohr, roughly the equilibrium value, along $z$; $c=137.035999$ and $1\,E_h=27.211386$ eV. The large-component basis is a chosen set of uncontracted Gaussians: on Li, $s$ exponents $0.03\times3.5^k$ bohr$^{-2}$ for $k=0,\dots,7$ and $p$ exponents with $k=1,2$ of the same sequence; on H, $s$ exponents $0.08\times3.5^k$ bohr$^{-2}$ for $k=0,\dots,4$. This gives 38 two-component functions, and the 38 small-component functions are $\boldsymbol\sigma\cdot\mathbf p/2c$ applied to them. The Dirac–Coulomb Hartree–Fock energy is $-7.98118546\,E_h=-217.17912$ eV, lower than the nonrelativistic Hartree–Fock energy $-7.98040077\,E_h$ in the same basis by $7.846933\times10^{-4}\,E_h$, or $0.02135$ eV. The two occupied pairs have energies $-2.447606\,E_h$ ($-66.6028$ eV, the Li core, pair 1) and $-0.301163\,E_h$ ($-8.1951$ eV, the bond, pair 2). The members with $\omega=+\tfrac12$ are taken as unbarred. The Gaunt integrals are evaluated with these spinors, so the Gaunt energy is a first-order quantity. The digits quoted serve to follow the arithmetic in this small basis and are not the accuracy of the values for the molecule. Larger bases (cc-pVTZ, or 50 uncontracted functions with $p$ on H and $d$ on Li) lower the nonrelativistic energy by 6 to $7\times10^{-3}\,E_h$ and move the core orbital energy by 1 to $2\times10^{-3}\,E_h$. At leading order in $1/c$ they raise the total Gaunt energy by about 0.3%, that of the core pair by about 0.13% and that of the bond pair by about 1.3%.

| integral | Coulomb / $E_h$ | Gaunt / $10^{-6}E_h$ |
|---|---|---|
| $(11\vert11)$ | 1.64668256 | $-85.3101311$ |
| $(11\vert22)$ | 0.342817284 | $-1.62383364$ |
| $(22\vert22)$ | 0.478669849 | $-2.14364467$ |
| $(12\vert21)$ | 0.00882861465 | $-2.08618372$ |
| $(11\vert\bar1\bar1)$ | 1.64668256 | $+85.3101311$ |
| $(\bar11\vert1\bar1)$ | 0 | $-170.611686$ |
| $(\bar12\vert2\bar1)$ | $1.937\times10^{-12}$ | $-1.93141438$ |
| $(\bar22\vert2\bar2)$ | 0 | $-4.24999423$ |

The fifth row shows $(11|\bar1\bar1)=t\,(11|11)$. The two entries written as zero are printed as about $2\times10^{-68}\,E_h$, which is zero to rounding, in accord with $\Omega_{\bar pp}=0$. All nonzero diagonal exchange-type entries have the sign $t$.

For $n=2$ in (9), $(22|11)=(11|22)$ and $(21|12)=(12|21)$ by $\mathcal P$, and $(\bar21|1\bar2)=(\bar12|2\bar1)$ because $f_{21}=-tf_{12}$ enters twice. The Coulomb energy is

$$E_2^C=(11|11)+(22|22)+4(11|22)-2(12|21)-2(\bar12|2\bar1).$$

The first two terms give $1.64668256+0.478669849=2.125352409$, the third adds $1.371269136$, the fourth subtracts $0.017657229$, and the last is below the digits kept. The result is $3.4789643\,E_h=94.66744$ eV. The unreduced sum over all four spinors gives $3.47896431\,E_h$, and the Coulomb and exchange matrices built separately in the spinor basis give $3.47896432\,E_h$.

The Gaunt energy, in units of $10^{-6}E_h$, has the class A part

$$85.3101311+2.14364467+2\times2.08618372=91.6261432$$

and the class D part

$$170.611686+4.24999423+2\times1.93141438=178.724509 .$$

The sum is $270.350652$, so $E_2^G=2.70350652\times10^{-4}E_h=7.356616\times10^{-3}$ eV, equal to the unreduced sum. Class D, negligible for Coulomb in this light molecule when all unbarred members have $\omega=+\tfrac12$, supplies about two thirds of the Gaunt energy. The contrast follows from the factor $-t$ in (6) and the nonrelativistic limit: for Coulomb $f_{pq}$ has no diagonal and vanishes for spinors $\phi_p\chi_\uparrow$, while for Gaunt its diagonal is the spin-flip current $\mathbf j^x+i\mathbf j^y$, which gives $D=2A$ for an isotropic $W$.

The limit (12) can be tested pair by pair. For the core, $-A-D=85.3101311+170.611686=255.9218$, that is $2.559218\times10^{-4}E_h=6.9640\times10^{-3}$ eV. Quadrature gives $\int\rho^2=0.765232$ bohr$^{-3}$, and $2\pi\times0.765232/137.035999^2=2.560375\times10^{-4}E_h$. The ratio is 0.99955; the deviation of $4.5\times10^{-4}$ is of the size of $(3/c)^2\approx4.8\times10^{-4}$. The ratio $D/A=170.611686/85.3101311=1.9999$ equals $2W_{xx}/W_{zz}$ in the axial frame, so the tensor $W$ of the core pair is isotropic to better than one part in $10^4$. This is what a nearly spherical density gives; it is not a proof of sphericity, because by (11) the anisotropy of $W$ senses only the second-rank angular moment of $|\tilde\rho|^2$. For the bond pair, $2.14364467+4.24999423=6.393639$, or $1.7398\times10^{-4}$ eV; with $\int\rho^2=0.019110$ bohr$^{-3}$ the limit is $6.393931\times10^{-6}E_h$ and the ratio 0.99995.

In the axial frame classes B and C vanish: their largest Gaunt members are $6.568\times10^{-17}$ and $4.451\times10^{-19}E_h$. Both pairs are now rotated by $\theta=45^\circ$. For pair 2, $W_{zz}=2.143645$ and $W_{xx}=4.24999423/2=2.124997$ in $10^{-6}E_h$, so $W_{zz}>W_{xx}$. By (11) this means that the average of $\kappa_z^2/\kappa^2$, weighted with $|\tilde\rho|^2$, is below one third; it does not by itself show that the density is elongated along the bond. The sign is a property of this small basis and not of the molecule: $W_{zz}/W_{xx}-1$ is $+8.8\times10^{-3}$ here, but at leading order in $1/c$ it is $-3.5\times10^{-3}$ in cc-pVTZ and $-5.8\times10^{-4}$ in the 50-function basis. The values of $B'$ and $C'$ below illustrate (10) and are not converged even in sign. With $\sin^2\theta=\cos^2\theta=\sin\theta\cos\theta=\tfrac12$, equation (10) gives

$$\begin{aligned}A'&=-\tfrac12(2.124997+2.143645)=-2.134321,\\ B'&=-\tfrac12(2.124997-2.143645)=+0.009324,\\ C'&=-0.009324,\\ D'&=-(1.5\times2.124997+0.5\times2.143645)=-4.259318 .\end{aligned}$$

Direct evaluation with the rotated spinors gives the same values, with $B'=-C'=9.323779\times10^{-9}E_h$, and $-A'-D'=6.393639$ is unchanged. Over both pairs the largest Gaunt integrals of classes B and C are now $5.054\times10^{-7}E_h$ each, while $E_2$ stays the same.

The Coulomb integrals of classes B, C, D remain near $10^{-12}E_h$ after the rotation, and their values can be traced. With $f=\Omega_{\bar12}$, (6) and (4) give $\Omega_{1\bar2}=-\Omega_{2\bar1}=-f^*$, so

$$\Omega_{\bar1'2'}=\gamma^2f+\eta^2f^*+\gamma\eta\,(\Omega_{21}-\Omega_{12}).$$

The last bracket vanishes when $\Omega_{12}$ is real. It is real here: a reflection in a plane through the axis turns each spinor into its partner up to a phase, so it turns $\Omega_{12}$ into $\Omega_{\bar1\bar2}=\Omega_{12}^*$ up to a constant phase, while an axially symmetric function is unchanged by the reflection; $\Omega_{12}$ thus has a constant phase, which the phase choice of the spinors removes. With $(f|f)=0$ by the axial rule and $D_0=(f|f^*)=1.937\times10^{-12}E_h$, class C becomes $2\gamma^2\eta^2D_0=\tfrac12\sin^2\theta\,D_0=D_0/4=4.842\times10^{-13}E_h$ and class D becomes $(\gamma^4+\eta^4)D_0=\tfrac34D_0=1.453\times10^{-12}E_h$, both as printed. For class B, $\Omega_{1'2'}=\Omega_{12}+\gamma\eta(f-f^*)$, so $(\bar1'2'|1'2')=\gamma\eta(\eta^2-\gamma^2)D_0=-\tfrac12\sin\theta\cos\theta\,D_0$, again of magnitude $D_0/4$. The printed maximum is $5.042\times10^{-13}E_h$, slightly larger. The unrotated frame already shows a class B residue of $2.424\times10^{-13}E_h$ where symmetry demands zero, so the Coulomb class B value is not resolved better than that.

## What the numerical check tests

The numerical check generates the group from the four generators acting on signed, possibly conjugated label quadruples, and finds its order, the number of its elements of order two and the classes of bar patterns with and without the one-electron reversals. It enumerates all orbits for $n=1$ to 4, detects the forced zeros and the real integrals, and compares the counts with the closed formulas. It then builds integrals from definition (3), with random complex spinors expanded in real Gaussians on three irregularly placed centres, the random coefficients giving the spinors no spatial symmetry, and partners made by applying $K$ to the coefficients; on one such set for each $n=1,2,3$ and each operator, the largest violation of any relation, divided by the largest integral magnitude of that set, is $4.9\times10^{-16}$. Completeness is tested by drawing more random spinor sets than the expected number of parameters and computing the rank of the real span of the resulting integral lists, class by class: for $n=1,2,3$ the ranks equal the last column of the counting table, for instance $(45,54,12,9)$ and $(45,108,42,36)$ at $n=3$, and the supermatrix ranks equal $m$. For LiH it compares (9) with the unreduced sum and, for Coulomb, with separately computed spinor-basis matrices, compares (10) with integrals over rotated spinors, and compares (12) with a quadrature of $\rho^2$ on a grid.

## Calculated quantities

```
classes under P,H,T1,T2 : 4 sizes [2, 2, 4, 8]
classes under P,H,Th : 5 sizes [2, 2, 2, 2, 8]
group order 16, elements of order 2: 11, of order 4: 4
n op      unique A,B,C,D | real ones | real params | total, m | 32n^4
1 Coulomb [1, 0, 0, 0] [1, 0, 0, 0] [1, 0, 0, 0] 1 1 32
1 Gaunt [1, 1, 1, 1] [1, 0, 0, 1] [1, 2, 2, 1] 6 3 32
2 Coulomb [7, 4, 1, 1] [4, 0, 0, 1] [10, 8, 2, 1] 21 6 512
2 Gaunt [7, 12, 6, 6] [4, 0, 0, 3] [10, 24, 12, 9] 55 10 512
3 Coulomb [27, 27, 6, 6] [9, 0, 0, 3] [45, 54, 12, 9] 120 15 2592
3 Gaunt [27, 54, 21, 21] [9, 0, 0, 6] [45, 108, 42, 36] 231 21 2592
4 Coulomb [76, 96, 21, 21] [16, 0, 0, 6] [136, 192, 42, 36] 406 28 8192
4 Gaunt [76, 160, 55, 55] [16, 0, 0, 10] [136, 320, 110, 100] 666 36 8192
n=100 saving 32n^4/total, Coulomb: 16.160
n=100 saving 32n^4/total, Gaunt: 15.840
rank test n=1 Coulomb: classes [1, 0, 0, 0] total 1 supermatrix 1
rank test n=1 Gaunt: classes [1, 2, 2, 1] total 6 supermatrix 3
rank test n=2 Coulomb: classes [10, 8, 2, 1] total 21 supermatrix 6
rank test n=2 Gaunt: classes [10, 24, 12, 9] total 55 supermatrix 10
rank test n=3 Coulomb: classes [45, 54, 12, 9] total 120 supermatrix 15
rank test n=3 Gaunt: classes [45, 108, 42, 36] total 231 supermatrix 21
largest relative violation of a relation (random spinors): 4.9e-16
LiH: R = 1.5950 angstrom = 3.01411 bohr, c = 137.035999, 1 Eh = 27.211386 eV
exponents: Li s 0.03*3.5^k k=0..7, Li p k=1,2; H s 0.08*3.5^k k=0..4 (bohr^-2)
large and small basis spinors: 38 each
E(DC-HF) = -7.98118546 Eh = -217.17912 eV; E(nonrel. HF) = -7.98040077 Eh
difference -7.846933e-04 Eh = -0.02135 eV
eps1 = -2.447606 Eh = -66.6028 eV, eps2 = -0.301163 Eh = -8.1951 eV
integral (b = bar)   Coulomb/Eh      Gaunt/Eh
(11|11)       1.64668256e+00 -8.53101311e-05
(11|22)       3.42817284e-01 -1.62383364e-06
(22|22)       4.78669849e-01 -2.14364467e-06
(12|21)       8.82861465e-03 -2.08618372e-06
(11|1b1b)     1.64668256e+00  8.53101311e-05
(1b1|11b)     2.31251311e-68 -1.70611686e-04
(1b2|21b)     1.93673226e-12 -1.93141438e-06
(2b2|22b)     1.76064305e-68 -4.24999423e-06
E2 Coulomb: reduced 3.47896431e+00, full sum 3.47896431e+00 Eh = 9.466744e+01 eV
  max|A,B,C,D| theta=0 deg: 1.647e+00 2.424e-13 1.181e-19 1.937e-12 Eh
  max|A,B,C,D| theta=45 deg: 1.647e+00 5.042e-13 4.842e-13 1.453e-12 Eh
E2 Gaunt: reduced 2.70350652e-04, full sum 2.70350652e-04 Eh = 7.356616e-03 eV
  max|A,B,C,D| theta=0 deg: 8.531e-05 6.568e-17 4.451e-19 1.706e-04 Eh
  max|A,B,C,D| theta=45 deg: 8.531e-05 5.054e-07 5.054e-07 1.706e-04 Eh
E2 Coulomb from spinor-basis J and K matrices: 3.47896432e+00 Eh
pair 2: Wxx = Wyy = 2.124997e-06 Eh, Wzz = 2.143645e-06 Eh
  theta=45 deg class A: formula -2.134321e-06 direct -2.134321e-06 Eh
  theta=45 deg class B: formula  9.323779e-09 direct  9.323779e-09 Eh
  theta=45 deg class C: formula -9.323779e-09 direct -9.323779e-09 Eh
  theta=45 deg class D: formula -4.259318e-06 direct -4.259318e-06 Eh
pair 1: int rho^2 = 0.765232 bohr^-3, limit 2.560375e-04 Eh
        Gaunt pair energy 2.559218e-04 Eh = 6.9640e-03 eV, ratio 0.99955
pair 2: int rho^2 = 0.019110 bohr^-3, limit 6.393931e-06 Eh
        Gaunt pair energy 6.393639e-06 Eh = 1.7398e-04 eV, ratio 0.99995
```
